**Testing the closed form of the bcc lattice Green function**

The program tests $G(E)=\frac1E[\frac2\pi K(m)]^2$ with $m=\frac12(1-\sqrt{1-1/E^2})$, where $E$ is the energy in units of $8t$, $t$ is the nearest-neighbour hopping and $K$ is the complete elliptic integral with parameter $m$. It asserts agreement with the defining zone average at real and complex energies, and equality of the underlying power series through order 14 in exact fractions. At the band edge, the zone average and the gamma-function formula both give 1.39320393. The density of states inside the band is compared with a direct quadrature at five energies, and its squared-logarithm law at the centre is asserted at $E=0.001$. For an impurity of 0.8 eV in a band of half-width 0.8 eV, the Green function and a real-space Lanczos calculation both place the bound level at 1.15269169 in units of $8t$. The output also shows the effect of a temperature of 300 K and of a second-neighbour hopping of $0.1t$. That hopping raises the binding threshold from 0.574 to 0.626 eV.

## Program and output

```python
# Result under test: for a bcc lattice with nearest-neighbour hopping t,
#   G(E) = average of 1/(E - cos x cos y cos z) = (1/E) * [(2/pi) K(m)]^2,
#   m = (1 - sqrt(1 - 1/E^2))/2,   E = energy/(8t), band from -1 to 1.
# K(m) is the complete elliptic integral of the first kind, m = modulus squared.
# Consequences: G(1) = Gamma(1/4)^4/(4 pi^3), and a density of states
#   rho(E) = (2/pi^3) [K((1+q)/2)^2 - K((1-q)/2)^2],  q = sqrt(1 - E^2),
# which diverges as a squared logarithm at E = 0.
from fractions import Fraction
from math import comb, pi, sqrt, log, gamma
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ellipk, ellipkm1, gammaln


def green_closed(E):
    """Closed form of the local Green function off the band."""
    E = mp.mpmathify(E)
    m = (1 - mp.sqrt(1 - 1 / E**2)) / 2
    return 4 * mp.ellipk(m)**2 / (mp.pi**2 * E)


def green_inside(E):
    """Form for the band interior, approached from the upper half plane."""
    q = mp.sqrt(1 - mp.mpmathify(E)**2)
    amplitude = mp.ellipk((1 + q) / 2) + 1j * mp.ellipk((1 - q) / 2)
    return -2j * amplitude**2 / mp.pi**2


def dos_closed(E):
    q = sqrt(1 - E * E)
    small = E * E / (2 * (1 + q))          # equals (1-q)/2 without cancellation
    return 2 / pi**3 * (ellipkm1(small)**2 - ellipk(small)**2)


def dos_direct(E, nodes=80):
    """Density of states from the delta function, by two-dimensional quadrature."""
    g, weight = np.polynomial.legendre.leggauss(nodes)
    top = sqrt(log(1 / E))
    g = 0.5 * top * (g + 1)
    weight = 0.5 * top * weight
    A = np.exp(-g**2)                      # A = cos x
    step = 0.1
    tau = np.exp(np.arange(-40, 60, step))
    inner = np.array([np.sum(tau / np.sqrt((1 + tau**2) * (a**2 + (E * tau)**2)))
                      for a in A]) * step
    jacobian = 2 * g * A / np.sqrt(-np.expm1(-2 * g**2))
    return 4 / pi**3 * np.sum(weight * jacobian * inner)


def band_mesh(N, ratio=0.0):
    """Band energies on a midpoint mesh; ratio = second/first neighbour hopping."""
    h = pi / (2 * N)
    x = (np.arange(N) + 0.5) * h
    z = (np.arange(2 * N) + 0.5) * h
    X, Y, Z = x[:, None, None], x[None, :, None], z[None, None, :]
    second = np.cos(2 * X) + np.cos(2 * Y) + np.cos(2 * Z)
    return np.cos(X) * np.cos(Y) * np.cos(Z) + 0.25 * ratio * second


def edge_green(ratio):
    """G at the upper band edge from meshes; errors of order h and h^3 removed."""
    edge = 1 + 0.75 * ratio
    s = [np.mean(1 / (edge - band_mesh(N, ratio))) for N in (20, 40, 80)]
    first = [2 * s[1] - s[0], 2 * s[2] - s[1]]
    return (8 * first[1] - first[0]) / 7


def impurity_top_level(U, ratio=0.0, steps=24, size=52):
    """Highest level and its impurity-site weight, by real-space Lanczos."""
    v = np.zeros((size, size, size))
    v[0, 0, 0] = 1.0
    previous, beta = np.zeros_like(v), 0.0
    diagonal, off = [], []
    for _ in range(steps):
        w = np.zeros_like(v)
        for sx in (1, -1):
            for sy in (1, -1):
                for sz in (1, -1):
                    w += np.roll(v, (sx, sy, sz), axis=(0, 1, 2)) / 8
        if ratio:
            for axis in range(3):
                for shift in (2, -2):
                    w += ratio / 8 * np.roll(v, shift, axis=axis)
        w[0, 0, 0] += U * v[0, 0, 0]
        alpha = np.sum(v * w)
        w -= alpha * v + beta * previous
        beta = sqrt(np.sum(w * w))
        diagonal.append(alpha)
        off.append(beta)
        previous, v = v, w / beta
    levels, vectors = eigh_tridiagonal(np.array(diagonal), np.array(off[:-1]))
    return levels[-1], vectors[0, -1]**2


# --- the power-series identity, in exact rational arithmetic ---
order = 14
a = [Fraction(comb(2 * n, n), 4**n) for n in range(order + 1)]
square = [sum(a[i]**2 * a[n - i]**2 for i in range(n + 1)) for n in range(order + 1)]
composed = [Fraction(0)] * (order + 1)
for n in range(order + 1):
    for j in range(min(n, order - n) + 1):
        composed[n + j] += a[n]**3 * 4**n * comb(n, j) * (-1)**j
assert square == composed

# --- closed form against the defining average over the zone ---
mesh = band_mesh(60)
for E in (1.3, -1.5, 0.5 + 0.2j, -0.4 + 0.3j, 0.2 - 0.3j):
    assert abs(complex(green_closed(E)) - np.mean(1 / (E - mesh))) < 1e-9
for E in (0.5 + 0.2j, 0.1 + 0.3j):
    assert abs(complex(green_inside(E)) - np.mean(1 / (E - mesh))) < 1e-9
G13_mesh = np.mean(1 / (1.3 - mesh))

# --- connection between the outer and inner forms on the band ---
for E in (0.05, 0.5, 0.95):
    q = mp.sqrt(1 - mp.mpf(E)**2)
    outer = mp.ellipk((1 - 1j * q / E) / 2) / mp.sqrt(E)
    inner = ((1 - 1j) * mp.ellipk((1 + q) / 2) + (1 + 1j) * mp.ellipk((1 - q) / 2)) / 2
    assert abs(outer - inner) < 1e-12
    assert abs(green_closed(mp.mpc(E, 1e-12)) - green_inside(E)) < 1e-9

# --- band edge ---
K_half = float(mp.ellipk(0.5))
watson = gamma(0.25)**4 / (4 * pi**3)
watson_mesh = edge_green(0.0)
assert abs(K_half - gamma(0.25)**2 / (4 * sqrt(pi))) < 1e-12
assert abs(float(green_closed(1)) - watson) < 1e-12
assert abs(watson_mesh - watson) < 1e-5
slope_half = float(mp.diff(mp.ellipk, 0.5))
assert abs(K_half * slope_half - pi / 2) < 1e-9
delta = 1e-4
n = np.arange(300000)
cubes = np.exp(3 * (gammaln(n + 0.5) - gammaln(n + 1.0))) / pi**1.5
G_near = np.sum(cubes * np.exp(-(2 * n + 1) * np.log1p(delta)))
assert abs(G_near - float(green_closed(1 + delta))) < 1e-7
edge_coefficient = (watson - G_near) / sqrt(delta)
assert abs(edge_coefficient / (2 * sqrt(2) / pi) - 1) < 0.01   # next term ~ sqrt(delta)
E_edge = 0.9999
edge_ratio = dos_direct(E_edge) / sqrt(1 - E_edge**2)
assert abs(edge_ratio / (2 / pi**2) - 1) < 1e-3

# --- density of states ---
def central_law(E):
    return 2 / pi**3 * (log(8 / E)**2 - pi**2 / 4)


table = []
for E in (0.9, 0.5, 0.1, 0.01, 0.001):
    direct = dos_direct(E)
    assert abs(direct / dos_closed(E) - 1) < 1e-8
    table.append((E, direct, dos_closed(E), central_law(E)))
assert abs(table[-1][1] / table[-1][3] - 1) < 1e-5
bare_log = 2 / pi**3 * log(1 / 0.001)**2
real_centre = float(mp.re(green_closed(mp.mpc(0.001, 1e-15))))
real_law = 2 / pi * log(8 / 0.001)
assert abs(real_centre / real_law - 1) < 1e-5
norm = 2 * quad(dos_closed, 0, 1, limit=200)[0]
second_moment = 2 * quad(lambda E: E * E * dos_closed(E), 0, 1, limit=200)[0]
assert abs(norm - 1) < 1e-7 and abs(second_moment - 1 / 8) < 1e-7

# --- worked example: an impurity site in a band of half-width 8t ---
t_eV, U_eV, T, ratio = 0.1, 0.8, 300.0, 0.1
W = 8 * t_eV
U = U_eV / W
threshold = 1 / watson
level = brentq(lambda E: U * float(green_closed(E)) - 1, 1 + 1e-9, 5, xtol=1e-13)
site_weight = float(-green_closed(level)**2 / mp.diff(green_closed, level))
level_L, weight_L = impurity_top_level(U)
assert abs(level - level_L) < 1e-7 and abs(site_weight - weight_L) < 1e-5
U_weak, U_strong = 0.6, 0.85
weak_level = impurity_top_level(U_weak)[0]
strong_level = impurity_top_level(U_strong)[0]
assert U_weak < threshold < U_strong and weak_level < 1 < strong_level

# --- neglected effects: temperature and second-neighbour hopping ---
kT_eV = constants.k * T / constants.e
kT = kT_eV / W


def thermal(x):
    return 1 / (4 * kT * np.cosh(x / (2 * kT))**2)


peak = 2 * sum(quad(lambda E: dos_closed(E) * thermal(E), lo, hi, limit=200)[0]
               for lo, hi in ((0, 0.2), (0.2, 1)))
assert abs(peak - np.mean(thermal(mesh))) < 1e-5
mesh2 = band_mesh(40, ratio)
centres = np.linspace(-0.15, 0.10, 51)
smeared = [np.mean(thermal(mesh2 - mu)) for mu in centres]
best = int(np.argmax(smeared))
assert 0 < best < len(centres) - 1
edge2 = 1 + 0.75 * ratio
threshold2 = 1 / edge_green(ratio)
level2, weight2 = impurity_top_level(U, ratio)
assert level2 > edge2
assert abs(U * np.mean(1 / (level2 - band_mesh(60, ratio))) - 1) < 1e-5

print("Energies E in units of 8t, G and rho in units of 1/(8t), unless eV is named")
print(f"G(1.3): zone average {G13_mesh:.8f}, closed form {float(green_closed(1.3)):.8f}")
print(f"Series identity: coefficients equal through order {order}")
print(f"K(m=1/2) = {K_half:.8f}; (2/pi)K = {2 * K_half / pi:.8f}")
print(f"Watson value G(1): closed {watson:.8f}, zone average {watson_mesh:.8f}")
print(f"K(1/2)*K'(1/2) = {K_half * slope_half:.8f}; pi/2 = {pi / 2:.8f}")
print(f"[G(1)-G(1+d)]/sqrt(d), d={delta:.0e}: {edge_coefficient:.5f}; "
      f"limit {2 * sqrt(2) / pi:.5f}")
print(f"rho/sqrt(1-E^2) at E={E_edge}: {edge_ratio:.6f}; limit {2 / pi**2:.6f}")
print("E, rho by quadrature, rho closed form, central law:")
for row in table:
    print(f"  {row[0]:.3f}  {row[1]:.7f}  {row[2]:.7f}  {row[3]:.7f}")
print(f"Bare (2/pi^3) ln^2(1/E) at E=0.001: {bare_log:.5f}")
print(f"Re G at E=0.001: {real_centre:.6f}; (2/pi) ln(8/E) = {real_law:.6f}")
print(f"Integral of rho: {norm:.8f}; second moment: {second_moment:.8f}")
print(f"Example: t = {t_eV} eV, half-width 8t = {W:.1f} eV, U = {U_eV} eV")
print(f"Threshold U_c = {threshold:.6f} (8t) = {threshold * W:.5f} eV")
print(f"Bound level: from G {level:.8f}, Lanczos {level_L:.8f}")
print(f"Bound level = {level * W:.5f} eV; above band edge by {(level - 1) * W:.5f} eV")
print(f"Impurity-site weight: from G {site_weight:.6f}, Lanczos {weight_L:.6f}")
print(f"Top Lanczos level for U={U_weak} (8t): {weak_level:.5f}; "
      f"for U={U_strong} (8t): {strong_level:.5f}")
print(f"Temperature {T:.0f} K: kT = {kT_eV:.5f} eV = {kT:.5f} (8t)")
print(f"Thermally averaged rho at centre: {peak:.5f} = {peak / W:.4f} "
      "states/(eV site spin)")
print(f"With second-neighbour hopping {ratio} t:")
print(f"  largest thermally averaged rho {smeared[best]:.5f} at E = {centres[best]:.3f}")
print(f"  upper band edge {edge2:.4f} (8t) = {edge2 * W:.4f} eV")
print(f"  threshold {threshold2:.5f} (8t) = {threshold2 * W:.5f} eV")
print(f"  bound level {level2 * W:.5f} eV; above edge by {(level2 - edge2) * W:.5f} eV")
print(f"  impurity-site weight {weight2:.5f}")
print("all tests passed")
```

Printed output:

```
Energies E in units of 8t, G and rho in units of 1/(8t), unless eV is named
G(1.3): zone average 0.84868839, closed form 0.84868839
Series identity: coefficients equal through order 14
K(m=1/2) = 1.85407468; (2/pi)K = 1.18034060
Watson value G(1): closed 1.39320393, zone average 1.39320393
K(1/2)*K'(1/2) = 1.57079633; pi/2 = 1.57079633
[G(1)-G(1+d)]/sqrt(d), d=1e-04: 0.90576; limit 0.90032
rho/sqrt(1-E^2) at E=0.9999: 0.202663; limit 0.202642
E, rho by quadrature, rho closed form, central law:
  0.900  0.0979991  0.0979991  0.1487414
  0.500  0.3294891  0.3294891  0.3366962
  0.100  1.0797332  1.0797332  1.0794431
  0.010  2.7231202  2.7231202  2.7231024
  0.001  5.0507394  5.0507394  5.0507390
Bare (2/pi^3) ln^2(1/E) at E=0.001: 3.07790
Re G at E=0.001: 5.721428; (2/pi) ln(8/E) = 5.721427
Integral of rho: 1.00000000; second moment: 0.12500000
Example: t = 0.1 eV, half-width 8t = 0.8 eV, U = 0.8 eV
Threshold U_c = 0.717770 (8t) = 0.57422 eV
Bound level: from G 1.15269169, Lanczos 1.15269169
Bound level = 0.92215 eV; above band edge by 0.12215 eV
Impurity-site weight: from G 0.775172, Lanczos 0.775172
Top Lanczos level for U=0.6 (8t): 0.99318; for U=0.85 (8t): 1.04825
Temperature 300 K: kT = 0.02585 eV = 0.03231 (8t)
Thermally averaged rho at centre: 1.97589 = 2.4699 states/(eV site spin)
With second-neighbour hopping 0.1 t:
  largest thermally averaged rho 1.95229 at E = -0.050
  upper band edge 1.0750 (8t) = 0.8600 eV
  threshold 0.78243 (8t) = 0.62594 eV
  bound level 0.94113 eV; above edge by 0.08113 eV
  impurity-site weight 0.70231
all tests passed
```
